**Fowler-Nordheim tunnelling: WKB exponent, Airy matching and current**

The program tests $T\approx e^{-B/F}$ with $B=4\sqrt{2m}\,\phi^{3/2}/(3\hbar e)$, where $\phi$ is the barrier height, $m$ the oxide effective mass and $F$ the oxide field. It asserts that numerical quadrature of the decay constant reproduces the triangular and trapezoidal exponents. It matches an outgoing Airy wave to the emitter and asserts flux conservation, the interface factor $4\rho/(1+\rho^2)$, where $\rho$ is the ratio of $\kappa_0/m$ in the oxide to $k/m_s$ in the emitter, and the powers 3/2 of $\phi$ and 1/2 of $m$. A double integral over energy and transverse wavevector tests the zero-temperature current $J\approx e^3F^2/(16\pi^2\hbar\phi)\,e^{-B/F}$ and its first correction. For $\phi=3$ eV and half the free electron mass, the output gives $B=25.098$ V/nm, or 251.0 MV/cm. The slope of $\ln(J/F^2)$ against $1/F$ from the Airy currents returns 25.063 V/nm, while the slope of $\ln J$ alone returns 27.009 V/nm. Image force, oxide charge and reflection at the collector are left out.

## Verification by program

```python
"""Fowler-Nordheim tunnelling through a triangular oxide barrier.

Result under test: T ~ exp(-B/F), B = 4 sqrt(2 m) phi^(3/2) / (3 hbar e).
phi: barrier height above the electron energy (eV); F: oxide field (V/nm);
m: oxide effective mass (electron masses); lengths in nm.
Also tested: the trapezoidal exponent, the interface matching factor, and
the zero-temperature current J ~ e^3 F^2/(16 pi^2 hbar phi) exp(-B/F).
The Airy solution assumes an outgoing wave beyond the barrier.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import airy

# hbar^2 / (2 electron mass) in eV nm^2, and hbar in eV s
KIN = const.hbar**2 / (2 * const.m_e) / const.e * 1e18
HBAR_EVS = const.hbar / const.e


def slope_constant(phi, mass):
    """Closed form of B in V/nm, evaluated in SI units."""
    top = 4 * np.sqrt(2 * mass * const.m_e) * (phi * const.e)**1.5
    return top / (3 * const.hbar * const.e) * 1e-9


def decay_rate(x, phi, field, mass):
    """Local decay constant kappa(x) in 1/nm."""
    return np.sqrt(max(phi - field * x, 0.0) * mass / KIN)


def exponent_by_quadrature(phi, field, mass, thickness):
    end = min(thickness, phi / field)
    value, _ = quad(decay_rate, 0, end, args=(phi, field, mass),
                    epsabs=1e-11, epsrel=1e-10)
    return 2 * value


def airy_scattering(phi, field, mass, k_emitter, mass_emitter):
    """Transmission and reflection from matching an outgoing Airy wave."""
    length = (KIN / (mass * field))**(1 / 3)
    ai, aip, bi, bip = airy(phi / (field * length))
    psi = bi + 1j * ai
    dpsi = -(bip + 1j * aip) / length
    scaled = mass_emitter * dpsi / (1j * k_emitter * mass)
    incident = (psi + scaled) / 2
    reflected = (psi - scaled) / 2
    flux_ratio = mass_emitter / (mass * k_emitter * np.pi * length)
    trans = flux_ratio / np.abs(incident)**2
    return trans, np.abs(reflected / incident)**2


def energy_width(phi, field, mass):
    """Energy d0 (eV) over which the transmission falls by a factor e."""
    momentum = np.sqrt(2 * mass * const.m_e * phi * const.e)
    return const.hbar * field * 1e9 / (2 * momentum)


NODES, WEIGHTS = np.polynomial.legendre.leggauss(80)


def current_by_integration(phi, field, mass, fermi, mass_emitter, use_airy):
    """Current density (A/cm^2): sum over energy and transverse wavevector."""
    span = 25 * energy_width(phi, field, mass)
    depth = span * (NODES + 1) / 2
    w_depth = WEIGHTS * span / 2
    kt_max = np.sqrt(span * mass / KIN)
    kt = kt_max * (NODES + 1) / 2
    w_kt = WEIGHTS * kt_max / 2
    below, k_t = np.meshgrid(depth, kt, indexing="ij")
    barrier = phi + below + KIN * k_t**2 / mass
    k_normal_sq = (fermi - below) * mass_emitter / KIN - k_t**2
    assert k_normal_sq.min() > 0
    if use_airy:
        trans, _ = airy_scattering(barrier, field, mass,
                                   np.sqrt(k_normal_sq), mass_emitter)
    else:
        trans = np.exp(-slope_constant(barrier, mass) / field)
    total = w_depth @ (trans * 2 * np.pi * k_t) @ w_kt
    return const.e * total / (4 * np.pi**3 * HBAR_EVS) * 1e14


def current_closed(phi, field, mass):
    """Closed Fowler-Nordheim current density in A/cm^2."""
    pref = const.e**3 * (field * 1e9)**2
    pref /= 16 * np.pi**2 * const.hbar * phi * const.e
    return pref * np.exp(-slope_constant(phi, mass) / field) * 1e-4


# Model parameters
phi, mass, thickness, field = 3.0, 0.5, 5.0, 1.0
fermi, mass_emitter = 5.0, 1.0
thin = 2.0
k_fermi = np.sqrt(fermi * mass_emitter / KIN)
B = slope_constant(phi, mass)
turning = phi / field
assert turning < thickness and field * thin < phi

# WKB exponent: quadrature against closed forms
for p, f, m in [(phi, field, mass), (2.2, 0.7, 0.4), (4.1, 1.3, 0.9)]:
    numeric = exponent_by_quadrature(p, f, m, 100.0)
    assert abs(numeric / (slope_constant(p, m) / f) - 1) < 1e-6
triangle = exponent_by_quadrature(phi, field, mass, thickness)
trapezoid = exponent_by_quadrature(phi, field, mass, thin)
trap_formula = B / field * (1 - (1 - field * thin / phi)**1.5)
assert abs(trapezoid / trap_formula - 1) < 1e-6

# WKB smallness parameter at the emitter interface
step = 1e-4
wkb_small = (1 / decay_rate(step, phi, field, mass)
             - 1 / decay_rate(-step, phi, field, mass)) / (2 * step)
assert abs(wkb_small / (2 * field / (3 * B)) - 1) < 1e-5

# Flux conservation, at a field where transmission is not tiny
t_high, r_high = airy_scattering(phi, 10.0, mass, k_fermi, mass_emitter)
assert t_high > 1e-3 and abs(t_high + r_high - 1) < 1e-10

# Matching factor: corrections are of relative order F/B times a small number
kappa0 = decay_rate(0, phi, field, mass)
rho = (kappa0 / mass) / (k_fermi / mass_emitter)
matching = 4 * rho / (1 + rho**2)
fields = [0.8, 1.0, 1.2]
t_wkb = [np.exp(-exponent_by_quadrature(phi, f, mass, thickness))
         for f in fields]
t_airy = [airy_scattering(phi, f, mass, k_fermi, mass_emitter)[0]
          for f in fields]
for tw, ta in zip(t_wkb, t_airy):
    assert abs(ta / (matching * tw) - 1) < 0.01
# The same factor for a strongly mismatched emitter
k_slow = np.sqrt(0.2 / KIN)
rho_slow = (kappa0 / mass) / k_slow
t_slow = airy_scattering(phi, 0.5, mass, k_slow, 1.0)[0]
expected_slow = 4 * rho_slow / (1 + rho_slow**2) * np.exp(-B / 0.5)
assert abs(t_slow / expected_slow - 1) < 0.02


def airy_slope(p, m):
    """Minus the slope of ln T against 1/F from the Airy solution."""
    low = airy_scattering(p, 0.8, m, k_fermi, mass_emitter)[0]
    high = airy_scattering(p, 1.2, m, k_fermi, mass_emitter)[0]
    return np.log(high / low) / (1 / 0.8 - 1 / 1.2)


slope_t = airy_slope(phi, mass)
power_phi = np.log(airy_slope(4.0, mass) / airy_slope(2.0, mass)) / np.log(2)
power_mass = np.log(airy_slope(phi, 1.0) / airy_slope(phi, 0.25)) / np.log(4)
assert abs(slope_t / B - 1) < 0.005
assert abs(power_phi - 1.5) < 0.005
assert abs(power_mass - 0.5) < 0.005

# Energy width: finite difference of the quadrature exponent
d0 = energy_width(phi, field, mass)
dphi = 1e-3
rate = (exponent_by_quadrature(phi + dphi, field, mass, 100.0)
        - exponent_by_quadrature(phi - dphi, field, mass, 100.0)) / (2 * dphi)
assert abs(rate * d0 - 1) < 1e-4

# Current law and its first correction, 1 - 3 d0/(2 phi)
weak = 0.1
ratio_weak = (current_by_integration(phi, weak, mass, fermi, mass_emitter,
                                     False) / current_closed(phi, weak, mass))
correction = 1.5 * energy_width(phi, weak, mass) / phi
assert abs((1 - ratio_weak) / correction - 1) < 0.1
j_closed = [current_closed(phi, f, mass) for f in fields]
j_wkb = [current_by_integration(phi, f, mass, fermi, mass_emitter, False)
         for f in fields]
j_airy = [current_by_integration(phi, f, mass, fermi, mass_emitter, True)
          for f in fields]
for jc, jw in zip(j_closed, j_wkb):
    assert abs(jw / jc - 1) < 0.07

# Slope of the Fowler-Nordheim plot, and of ln J without division by F^2
inverse_gap = 1 / fields[0] - 1 / fields[2]
slope_raw = np.log(j_airy[2] / j_airy[0]) / inverse_gap
slope_fn = slope_raw - 2 * np.log(fields[2] / fields[0]) / inverse_gap
assert abs(slope_fn / B - 1) < 0.01
assert slope_raw / B > 1.05

print(f"barrier height phi = {phi:.1f} eV")
print(f"oxide mass = {mass:.2f} electron masses")
print(f"oxide thickness = {thickness:.1f} nm")
print(f"emitter Fermi energy = {fermi:.1f} eV")
print(f"emitter mass = {mass_emitter:.1f} electron masses")
print(f"reference field F = {field:.1f} V/nm")
print(f"oxide voltage = {field * thickness:.1f} V")
print(f"turning point = {turning:.2f} nm")
print(f"decay constant at interface = {kappa0:.3f} 1/nm")
print(f"B = {B:.3f} V/nm")
print(f"B = {B * 10:.1f} MV/cm")
print(f"B for phi = 1 eV, mass 1: {slope_constant(1.0, 1.0):.4f} V/nm")
print(f"triangular exponent by quadrature = {triangle:.3f}")
print(f"WKB parameter at interface = {wkb_small:.4f}")
print(f"thin oxide thickness = {thin:.1f} nm")
print(f"thin oxide voltage = {field * thin:.1f} V")
print(f"trapezoidal exponent by quadrature = {trapezoid:.3f}")
print(f"velocity ratio rho = {rho:.4f}")
print(f"matching factor = {matching:.4f}")
for f, tw, ta in zip(fields, t_wkb, t_airy):
    print(f"F = {f:.1f} V/nm: exponent = {B / f:.3f}, "
          f"T WKB = {tw:.3e}, T Airy = {ta:.3e}, ratio = {ta / tw:.4f}")
print(f"B from slope of ln T (Airy) = {slope_t:.3f} V/nm")
print(f"power of phi from Airy slopes = {power_phi:.4f}")
print(f"power of mass from Airy slopes = {power_mass:.4f}")
print(f"energy width d0 at reference field = {d0:.4f} eV")
print(f"first correction factor, reference field = {1 - 1.5 * d0 / phi:.4f}")
for f, jc, jw, ja in zip(fields, j_closed, j_wkb, j_airy):
    print(f"F = {f:.1f} V/nm: J closed = {jc:.3e}, "
          f"J WKB sum = {jw:.3e}, J Airy sum = {ja:.3e} A/cm^2")
print(f"B from slope of ln(J/F^2) (Airy sum) = {slope_fn:.3f} V/nm")
print(f"apparent B from slope of ln J = {slope_raw:.3f} V/nm")
print("no test failed")
```

Running it gives:

```
barrier height phi = 3.0 eV
oxide mass = 0.50 electron masses
oxide thickness = 5.0 nm
emitter Fermi energy = 5.0 eV
emitter mass = 1.0 electron masses
reference field F = 1.0 V/nm
oxide voltage = 5.0 V
turning point = 3.00 nm
decay constant at interface = 6.275 1/nm
B = 25.098 V/nm
B = 251.0 MV/cm
B for phi = 1 eV, mass 1: 6.8309 V/nm
triangular exponent by quadrature = 25.098
WKB parameter at interface = 0.0266
thin oxide thickness = 2.0 nm
thin oxide voltage = 2.0 V
trapezoidal exponent by quadrature = 20.268
velocity ratio rho = 1.0954
matching factor = 1.9917
F = 0.8 V/nm: exponent = 31.373, T WKB = 2.371e-14, T Airy = 4.736e-14, ratio = 1.9972
F = 1.0 V/nm: exponent = 25.098, T WKB = 1.259e-11, T Airy = 2.516e-11, ratio = 1.9986
F = 1.2 V/nm: exponent = 20.915, T WKB = 8.253e-10, T Airy = 1.651e-09, ratio = 2.0001
B from slope of ln T (Airy) = 25.102 V/nm
power of phi from Airy slopes = 1.5000
power of mass from Airy slopes = 0.4995
energy width d0 at reference field = 0.0797 eV
first correction factor, reference field = 0.9602
F = 0.8 V/nm: J closed = 7.797e-07, J WKB sum = 7.564e-07, J Airy sum = 1.506e-06 A/cm^2
F = 1.0 V/nm: J closed = 6.468e-04, J WKB sum = 6.229e-04, J Airy sum = 1.240e-03 A/cm^2
F = 1.2 V/nm: J closed = 6.106e-02, J WKB sum = 5.840e-02, J Airy sum = 1.162e-01 A/cm^2
B from slope of ln(J/F^2) (Airy sum) = 25.063 V/nm
apparent B from slope of ln J = 27.009 V/nm
no test failed
```
